\section*{Relativistic Hyperfine Splitting of Hydrogenic S States with Dirac Functions}

\section{The interaction and the angular integral}

Q: The nonrelativistic hyperfine splitting of an S state is proportional to $|\psi(0)|^2$. The Dirac S function for a point nucleus diverges at the origin. How can there be a finite splitting?

A: The Dirac theory does not ask for $|\psi(0)|^2$. It asks for the expectation value of the coupling to the nuclear magnetic field, which is an integral over all $r$. Take a fixed point nucleus of charge $Ze$ with a point magnetic moment $\boldsymbol\mu$, and an electron of charge $-e$. Minimal coupling replaces $\mathbf p$ by $\mathbf p+e\mathbf A$ in $c\,\boldsymbol\alpha\cdot\mathbf p$. With $\mathbf A=(\mu_0/4\pi)\,\boldsymbol\mu\times\mathbf r/r^3$ the perturbation is
\begin{equation}
V=ec\,\boldsymbol\alpha\cdot\mathbf A=\frac{\mu_0ec}{4\pi}\,
\frac{\boldsymbol\mu\cdot(\mathbf r\times\boldsymbol\alpha)}{r^3}.
\end{equation}
I work to first order in $\boldsymbol\mu$, without nuclear size, recoil or radiative corrections.

Q: In the Dirac--Coulomb problem $2S_{1/2}$ and $2P_{1/2}$ are degenerate. Does first-order theory then not require mixing them?

A: Both $\mathbf r$ and $\boldsymbol\alpha$ change sign under parity, so $V$ is even. It has no matrix element between these two states of opposite parity.

Q: Then write down the S state, with its signs.

A: Use $\hbar=c=m=1$, $\zeta=Z\alpha$, and a constant two-spinor $\xi$ with $\xi^\dagger\xi=1$. The upper and lower components are
\begin{equation}
\varphi=\frac{P}{r}\frac{\xi}{\sqrt{4\pi}},\qquad
\chi=-i\frac{Q}{r}\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\frac{\xi}{\sqrt{4\pi}},\qquad
\int_0^\infty(P^2+Q^2)\,dr=1 .
\end{equation}
The Dirac equation reads $\boldsymbol\sigma\cdot\mathbf p\,\varphi=(E+1+\zeta/r)\chi$ and $\boldsymbol\sigma\cdot\mathbf p\,\chi=(E-1+\zeta/r)\varphi$. In the first, $\boldsymbol\sigma\cdot\mathbf p$ gives $-i\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,(P/r)'$. In the second, $\boldsymbol\sigma\cdot\nabla(f\boldsymbol\sigma\cdot\hat{\mathbf r})=\nabla\cdot(f\hat{\mathbf r})=f'+2f/r$ with $f=Q/r$, because $f\hat{\mathbf r}$ has no curl. Hence
\begin{equation}
P'-\frac Pr=\Big(1+E+\frac\zeta r\Big)Q,\qquad
Q'+\frac Qr=\Big(1-E-\frac\zeta r\Big)P. \label{rad}
\end{equation}

Q: And the angular integral?

A: Since $\boldsymbol\alpha$ connects upper and lower components, the expectation value is a cross term plus its conjugate. Write $\boldsymbol\mu\cdot(\hat{\mathbf r}\times\boldsymbol\sigma)=(\boldsymbol\mu\times\hat{\mathbf r})\cdot\boldsymbol\sigma$. The product rule for Pauli matrices gives
\begin{equation}
(\boldsymbol\mu\times\hat{\mathbf r})\cdot\boldsymbol\sigma\;\boldsymbol\sigma\cdot\hat{\mathbf r}
=i\boldsymbol\sigma\cdot[(\boldsymbol\mu\times\hat{\mathbf r})\times\hat{\mathbf r}]
=i\boldsymbol\sigma\cdot[\hat{\mathbf r}(\boldsymbol\mu\cdot\hat{\mathbf r})-\boldsymbol\mu].
\end{equation}
The factor $-i$ in $\chi$ turns this $i$ into $+1$. The average of $\hat r_i\hat r_j$ over angles is $\delta_{ij}/3$, so the bracket averages to $-\tfrac23\boldsymbol\mu$. The conjugate term doubles it:
\begin{equation}
\Big\langle\frac{\boldsymbol\mu\cdot(\mathbf r\times\boldsymbol\alpha)}{r^3}\Big\rangle
=-\frac43\,\boldsymbol\mu\cdot\langle\boldsymbol\sigma\rangle\,I,\qquad
I=\int_0^\infty\frac{PQ}{r^2}\,dr .
\end{equation}

Q: How does this become a splitting?

A: For a nucleus of spin $1/2$, $\boldsymbol\mu=\mu_p\boldsymbol\sigma_p$. From $(\boldsymbol\sigma_p+\boldsymbol\sigma)^2=6+2\boldsymbol\sigma_p\cdot\boldsymbol\sigma=4F(F+1)$, the product $\boldsymbol\sigma_p\cdot\boldsymbol\sigma$ is $1$ for $F=1$ and $-3$ for $F=0$, a gap of 4. Restoring the length unit $\hbar/mc$ in $I$,
\begin{equation}
\Delta E=E_{F=1}-E_{F=0}=-\frac{4\mu_0ec\,\mu_p}{3\pi}\Big(\frac{mc}{\hbar}\Big)^2 I. \label{split}
\end{equation}

\section{Where the contact term went}

Q: The contact interaction lives at the origin, but your integrand does not look local. Do the two agree for small $\zeta$?

A: Yes, through a total derivative. For $\zeta\ll1$ and $r\gg\zeta$ the factor $1+E+\zeta/r$ in the first of Eqs.~(\ref{rad}) is close to 2, so $Q\simeq(P'-P/r)/2=rR'/2$, with $R=P/r$ equal to the nonrelativistic radial function to leading order. For $r\lesssim\zeta$ the term $\zeta/r$ cannot be dropped, but there the $1/r$ terms of Eqs.~(\ref{rad}) keep $Q/P$ of order $\zeta$. The integrand $PQ/r^2$ is then of order $\zeta R^2\sim\zeta^4$, so this region contributes of order $\zeta^5$, a relative correction of order $\zeta^2$ to the result below. To leading order the integral may therefore be extended to $r=0$ with the nonrelativistic $R$, which is finite at the origin. Then
\begin{equation}
I\simeq\int_0^\infty\frac{RR'}{2}\,dr=\frac14\int_0^\infty(R^2)'\,dr=-\frac{R(0)^2}{4}.
\end{equation}
For 1S, $R=2\zeta^{3/2}e^{-\zeta r}$ and $I\simeq-\zeta^3$. This defines
\begin{equation}
E_F=\frac{4\mu_0ec\,\mu_p}{3\pi}\Big(\frac{mc}{\hbar}\Big)^2\zeta^3
=4\cdot\frac{2\mu_0}{3}\,\mu_B\mu_p\,\frac{1}{\pi a^3},
\end{equation}
where $\mu_B=e\hbar/2m$ and $a=\hbar/(mc\,\zeta)$. The second form is the Fermi contact result with $|\psi(0)|^2=1/\pi a^3$.

The integrand itself extends over the atom. The fraction of $I$ from radii below $\rho$ is $1-R(\rho)^2/R(0)^2$ in this limit, which is $1-e^{-2\zeta\rho}$ for 1S. For 1S in hydrogen, 86\% of the integral comes from inside one Bohr radius and 1.4\% from inside one reduced Compton wavelength.

\section{The 1S state}

Q: Now keep the relativistic functions.

A: Try $P\propto r^{\gamma}e^{-\lambda r}$ and $Q=qP$ in Eqs.~(\ref{rad}). The $1/r$ terms give $\gamma-1=\zeta q$ and $q(\gamma+1)=-\zeta$, hence
\begin{equation}
\gamma=\sqrt{1-\zeta^2},\qquad q=-\frac{\zeta}{1+\gamma},\qquad q^2=\frac{1-\gamma}{1+\gamma}.
\end{equation}
The constant terms give $\lambda=-(1+E)q$ and $-\lambda q=1-E$, so $q^2=(1-E)/(1+E)$. Therefore $E=\gamma$ and $\lambda=\zeta$. Since $1+q^2=2/(1+\gamma)$, we have $q/(1+q^2)=-\zeta/2$, and
\begin{equation}
I=\frac{q}{1+q^2}\,\frac{\int_0^\infty r^{2\gamma-2}e^{-2\zeta r}dr}{\int_0^\infty r^{2\gamma}e^{-2\zeta r}dr}
=-\frac\zeta2\,\frac{(2\zeta)^2\,\Gamma(2\gamma-1)}{\Gamma(2\gamma+1)}
=-\frac{\zeta^3}{\gamma(2\gamma-1)} .
\end{equation}
The last step uses $\Gamma(2\gamma+1)=2\gamma(2\gamma-1)\Gamma(2\gamma-1)$. Relative to $E_F$, the 1S splitting carries the factor
\begin{equation}
F_1=\frac{1}{\gamma(2\gamma-1)} .
\end{equation}

Q: What is its first correction?

A: Since $\gamma=1-\zeta^2/2-\zeta^4/8-\dots$, the denominator is $2\gamma^2-\gamma=1-\tfrac32\zeta^2+\tfrac18\zeta^4+\dots$. Inverting it,
\begin{equation}
F_1=1+\tfrac32\zeta^2+\big(\tfrac94-\tfrac18\big)\zeta^4+\dots
=1+\tfrac32\zeta^2+\tfrac{17}{8}\zeta^4+\dots
\end{equation}

Q: Does the integral exist for every $Z$?

A: No. Near the origin the integrand behaves as $r^{2\gamma-2}$, which is integrable only if $\gamma>1/2$, that is $\zeta<\sqrt3/2\approx0.866$. The solution $r^{\gamma}e^{-\zeta r}$ remains normalizable beyond this value, up to $\zeta=1$, although for $\gamma<1/2$ the second solution $r^{-\gamma}$ is also square integrable at the origin. What fails is the combination of a point charge with a point dipole. Inside an extended charge $P\propto r$ and $Q\propto r^2$, so $PQ/r^2$ is integrable even for a point dipole.

\section{The 2S state}

Q: The 2S function has a node and a different energy. Must every integral be done again?

A: Recurrence relations between radial moments avoid that, and they cover all $nS$ states at once. The energy is needed first. Write $P$ and $Q$ as $r^\gamma e^{-\lambda r}$ times power series, with $\lambda=\sqrt{1-E^2}$. The series must terminate, since otherwise they grow as $e^{2\lambda r}$. Let the last power be $r^{n-1}$ with coefficients $a,b$, let the preceding coefficients be $a',b'$, and put $\nu=n-1+\gamma$. The highest power in Eqs.~(\ref{rad}) gives $(1+E)b=-\lambda a$. The next power gives
\begin{align}
(\nu-1)a-\lambda a'&=(1+E)b'+\zeta b,\\
(\nu+1)b-\lambda b'&=(1-E)a'-\zeta a .
\end{align}
Multiply the first by $\lambda$ and the second by $1+E$. Both then contain the combination $\lambda^2a'+\lambda(1+E)b'$, and equating the two expressions for it yields
\begin{equation}
\lambda(\nu-1)a-\lambda\zeta b=(1+E)(\nu+1)b+(1+E)\zeta a .
\end{equation}
Inserting $b=-\lambda a/(1+E)$ and $\lambda^2=(1-E)(1+E)$ gives $2\lambda\nu=\zeta[(1+E)-(1-E)]=2\zeta E$. Squaring $\lambda\nu=\zeta E$,
\begin{equation}
E=\frac{\nu}{N},\qquad N=\sqrt{\nu^2+\zeta^2},\qquad 1-E^2=\frac{\zeta^2}{N^2}.
\end{equation}
As $\zeta\to0$, $N\to n$, so $n$ is the usual principal quantum number.

Q: And the moments?

A: Let $A_s,B_s,C_s$ be the integrals of $r^s$ times $P^2+Q^2$, $P^2-Q^2$ and $2PQ$. Equations~(\ref{rad}) give
\begin{align}
(P^2+Q^2)'&=\tfrac2r(P^2-Q^2)+4PQ,\\
(P^2-Q^2)'&=\tfrac2r(P^2+Q^2)+4\big(E+\tfrac\zeta r\big)PQ,\\
(2PQ)'&=2(P^2+Q^2)-2\big(E+\tfrac\zeta r\big)(P^2-Q^2).
\end{align}
Multiply by $r^s$ and integrate by parts. The boundary terms vanish for $2\gamma+s>0$:
\begin{align}
-sA_{s-1}&=2B_{s-1}+2C_s, \label{m1}\\
-sB_{s-1}&=2A_{s-1}+2EC_s+2\zeta C_{s-1}, \label{m2}\\
-sC_{s-1}&=2A_s-2EB_s-2\zeta B_{s-1}. \label{m3}
\end{align}

Q: You want $I=C_{-2}/2$. What fixes the starting values?

A: Normalization is $A_0=1$. At $s=0$, Eqs.~(\ref{m1}) and (\ref{m3}) give $C_0=-B_{-1}$ and $\zeta B_{-1}=1-EB_0$. At $s=1$, Eq.~(\ref{m1}) gives $C_1=-\tfrac12-B_0$, and Eq.~(\ref{m2}) becomes
\begin{equation}
-B_0=2-E-2EB_0-2(1-EB_0)=-E .
\end{equation}
Thus $B_0=E$ and $B_{-1}=(1-E^2)/\zeta=\zeta/N^2$.

The Hellmann--Feynman theorem gives $A_{-1}=\langle1/r\rangle=-dE/d\zeta$, because $\zeta$ enters the Hamiltonian as $-\zeta/r$. With $d\nu/d\zeta=d\gamma/d\zeta=-\zeta/\gamma$ and $N^2-\nu^2=\zeta^2$,
\begin{equation}
\frac{dE}{d\zeta}=\frac{(N^2-\nu^2)\,d\nu/d\zeta-\nu\zeta}{N^3},
\qquad A_{-1}=\frac{\zeta}{N^3}\Big(\nu+\frac{\zeta^2}{\gamma}\Big).
\end{equation}
Equation~(\ref{m2}) at $s=0$ then yields
\begin{equation}
C_{-1}=-\frac{A_{-1}-EB_{-1}}{\zeta}=-\frac{\zeta^2}{\gamma N^3}\equiv c .
\end{equation}

Q: One more step down, then.

A: Set $s=-1$, which is allowed for $\gamma>1/2$, the condition found before. Using $A_{-1}-EB_{-1}=-\zeta c$ in the third relation,
\begin{equation}
A_{-2}=2B_{-2}+2c,\quad
B_{-2}=2A_{-2}+2Ec+2\zeta C_{-2},\quad
C_{-2}=-2\zeta(c+B_{-2}).
\end{equation}
Substituting the first and third into the second gives $(4\zeta^2-3)B_{-2}=(4+2E-4\zeta^2)c$. With $\zeta^2=1-\gamma^2$ this is
\begin{equation}
B_{-2}=-\frac{4\gamma^2+2E}{4\gamma^2-1}\,c,\qquad
c+B_{-2}=-\frac{2E+1}{4\gamma^2-1}\,c ,
\end{equation}
and therefore
\begin{equation}
I=\frac{C_{-2}}2=-\zeta(c+B_{-2})=-\frac{\zeta^3(2E+1)}{\gamma N^3(4\gamma^2-1)} .
\end{equation}
For 1S, $N=1$ and $E=\gamma$, and the earlier result returns. For $\zeta\to0$, $I\to-\zeta^3/n^3$, so the nonrelativistic splitting is $E_F/n^3$.

Q: What is left for 2S?

A: Here $N^2=2+2\gamma$, so $E=(1+\gamma)/N=N/2$. Relative to $E_F/8$, the factor is
\begin{equation}
F_2=\frac{8(N+1)}{N^3\gamma(4\gamma^2-1)} .
\end{equation}
To order $\zeta^2$, $N=2(1-\zeta^2/8)$, hence $N+1=3(1-\zeta^2/12)$ and $N^{-3}=\tfrac18(1+\tfrac38\zeta^2)$. Also $\gamma^{-1}=1+\tfrac12\zeta^2$ and $4\gamma^2-1=3(1-\tfrac43\zeta^2)$. The corrections add:
\begin{equation}
F_2=1+\Big(-\frac1{12}+\frac38+\frac12+\frac43\Big)\zeta^2+\dots
=1+\frac{17}{8}\zeta^2+\dots
\end{equation}

Q: You already had $17/8$ in the 1S series.

A: There it multiplies $\zeta^4$; here it multiplies $\zeta^2$. The Breit corrections, each relative to the level's own nonrelativistic splitting, are $\tfrac32(Z\alpha)^2$ for 1S and $\tfrac{17}8(Z\alpha)^2$ for 2S.

\section{Numbers}

Q: How large are they in hydrogen?

A: With $\mu_p=1.41061\times10^{-26}$ J/T, the fixed-nucleus value is $E_F/h=1421.16$ MHz, and one eighth of it is $177.645$ MHz. The full factors give $F_1-1=7.988\times10^{-5}$ and $F_2-1=1.1317\times10^{-4}$, so the shifts are
\begin{align}
\delta\nu_{1S}&=1421.16\ \mathrm{MHz}\times7.988\times10^{-5}=113.5\ \mathrm{kHz},\\
\delta\nu_{2S}&=177.645\ \mathrm{MHz}\times1.1317\times10^{-4}=20.10\ \mathrm{kHz}.
\end{align}

Q: Your nucleus is fixed. Is that not a larger error?

A: For the absolute splitting it is. The contact density scales as the cube of the reduced mass, a factor $0.99837$, which lowers $E_F/h$ by about 2.3 MHz. Two other omitted effects also matter on the scale of the Breit shift: the electron's anomalous moment, a factor $1.00116$, raises the 1S splitting by about 1.65 MHz, and the finite size of the proton lowers it by roughly 60 kHz. A common factor of this kind multiplies both levels, so the leading parts cancel in
\begin{equation}
8\nu_{2S}-\nu_{1S}=E_F(F_2-F_1)/h\simeq\tfrac58\alpha^2E_F/h .
\end{equation}
In this model the difference is $47.3$ kHz, and it would vanish without the relativistic corrections.

Q: When does the first correction cease to suffice?

A: Compare it with the full factors for a point nucleus:
\begin{center}
\begin{tabular}{ccccc}
$\zeta$ & $F_1$ & $1+\frac32\zeta^2$ & $F_2$ & $1+\frac{17}8\zeta^2$\\
0.1 & 1.0152 & 1.0150 & 1.0216 & 1.0213\\
0.5 & 1.577 & 1.375 & 1.878 & 1.531\\
0.8 & 8.33 & 1.96 & 14.76 & 2.36
\end{tabular}
\end{center}
At $\zeta=0.5$ the truncated 1S factor is 13\% below the full one, and the 2S factor 18\% below. The steep rise at $\zeta=0.8$ comes from $2\gamma-1$ in the denominator, which vanishes at $\zeta=\sqrt3/2$. It belongs to the point-nucleus model and does not describe real heavy ions. For a uniformly charged ball of radius $1.2A^{1/3}$ fm with a point dipole, $F_1$ falls to about 1.50 at $\zeta=0.5$ (radius 6.6 fm) and to about 3.7 at $\zeta=0.8$ (radius 7.9 fm). The numerical check obtains $F_1$ and $F_2$ independently, by diagonalizing the radial Dirac Hamiltonian and integrating $PQ/r^2$ with its eigenvectors.

\section*{Computed values}
\begin{verbatim}
angular coefficient of PQ (sphere quadrature): -1.333333
spin-spin gap for two spins 1/2: 4.0
Table: zeta | F1 formula, F1 diagonalized, 1+(3/2)zeta^2 | F2 formula, F2 diagonalized, 1+(17/8)zeta^2
  0.1 | 1.015215 1.015215 1.015000 | 1.021606 1.021606 1.021250
  0.3 | 1.154653 1.154653 1.135000 | 1.224077 1.224077 1.191250
  0.5 | 1.577350 1.577350 1.375000 | 1.878235 1.878235 1.531250
  0.8 | 8.333333 8.333333 1.960000 | 14.763419 14.763419 2.360000
zeta^2 coefficient 1S: series 3/2, extrapolated from diagonalization 1.50000
zeta^2 coefficient 2S: series 17/8, extrapolated from diagonalization 2.12500
zeta^2 coefficient 3S: series 115/54, extrapolated from diagonalization 2.12962
zeta^4 coefficient: 1S 17/8, 2S 449/128
critical zeta = sqrt(3)/2 = 0.866025
1S integral, x=1e-18..1e-12 part over x=1e-12..1e-6 part, zeta=0.8: 0.0631
1S integral, x=1e-18..1e-12 part over x=1e-12..1e-6 part, zeta=0.9: 5.8792
hydrogen 1S: part of integral inside one Bohr radius: 0.8647
hydrogen 1S: part inside one reduced Compton wavelength: 0.01449
fine-structure constant alpha: 0.007297353
alpha^2: 5.325135e-05
proton magnetic moment: 1.41060680e-26 J/T
E_F/h, fixed nucleus, from Dirac expression: 1421.15953 MHz
E_F/h, from Fermi contact density: 1421.15953 MHz
hydrogen F1 - 1: 7.988306e-05
hydrogen F2 - 1: 1.131691e-04
1S splitting with Breit factor: 1421.27305 MHz
2S nonrelativistic splitting: 177.64494 MHz
2S splitting with Breit factor: 177.66504 MHz
Breit shift 1S: 113.527 kHz
Breit shift 2S: 20.104 kHz
8*nu(2S) - nu(1S): 47.305 kHz
leading term (5/8) alpha^2 E_F/h: 47.299 kHz
reduced-mass density factor: 0.99836793
electron moment anomaly a_e: 0.00115965
1S splitting times mass factor and (1+a_e): 1420.599 MHz
\end{verbatim}
